# Why Domain-Wall Permittivity Falls Almost Linearly with Log Frequency

**Question.** A single pinned wall segment relaxes with one time constant, so its permittivity drops within about a decade of frequency. Why can a ferroelectric containing many such segments show a permittivity that falls by nearly the same amount in every decade, over many decades, and what fixes the size of that fall and the accompanying loss?

## The mechanism

A segment with relaxation time $\tau$ follows a field of angular frequency $\omega$ if $\omega\tau\ll1$ and stays behind if $\omega\tau\gg1$. Raising the frequency therefore removes segments from the response, slowest first. If equal intervals of $\ln\tau$ carry equal response strength, equal steps of $\ln\omega$ remove equal strength.

Such a distribution arises naturally from thermal activation. The time depends exponentially on the pinning barrier $U$, so a modest spread of barriers becomes an enormous spread of times, and a decade of frequency scans a barrier interval of just $kT\ln10$. A barrier density that is smooth on this scale looks locally flat.

What must be flat is the distribution of response strength, which need not be the distribution of the number of segments. The two agree if a segment's strength does not depend on its time, so the single segment comes first.

## One segment

Consider a 180° wall with polarization $\pm P$ on its two sides and the field $E$ along the polarization axis. A segment of area $A$ hops a distance $d$ between two equivalent sites. A hop reverses the polarization in the volume $Ad$ and changes the dipole by $2PAd$. Measured from the mean, the two sites have dipoles $\pm\mu$, with
$$\mu=PAd .$$

Without a field, the hopping rate each way is $\nu_0e^{-U/kT}$, which we call $1/(2\tau)$. Thus
$$\tau=\tau_0e^{U/kT},\qquad \tau_0=\frac1{2\nu_0}.$$

The field shifts the site energies by $\mp\mu E$ and leaves the saddle midway between them unshifted. With $x=\mu E/kT$, the rates into the $+$ and $-$ sites are $w_\pm=e^{\pm x}/(2\tau)$. Let $p_\pm=(1\pm m)/2$ be the occupations, so that the mean dipole is $\mu m$. Then
$$\dot m=2(w_+p_--w_-p_+)=w_+(1-m)-w_-(1+m).$$

For $|x|\ll1$, set $e^{\pm x}\approx1\pm x$:
$$\dot m=\frac{(1+x)(1-m)-(1-x)(1+m)}{2\tau}=\frac{x-m}{\tau}.$$
The products $xm$ cancel. For fields varying as $e^{i\omega t}$, $\dot m=i\omega m$, hence $m=x/(1+i\omega\tau)$.

Let $n$ segments per volume respond independently. Their polarization is $n\mu m$; dividing by $\varepsilon_0E$ gives, for a common $\tau$,
$$\frac{\Delta\varepsilon}{1+i\omega\tau},\qquad \Delta\varepsilon=\frac{n\mu^2}{\varepsilon_0kT}.$$
The static strength contains no barrier. If $\mu$ is the same for all segments, a flat count in $\ln\tau$ is also a flat strength.

## Superposing the responses

Let the barriers be uniformly distributed between $U_1$ and $U_2$. Since $\ln\tau=\ln\tau_0+U/kT$, the strength is uniform in $\ln\tau$ between $\ln\tau_1$ and $\ln\tau_2$. The length of this interval is
$$L=\ln\frac{\tau_2}{\tau_1}=\frac{U_2-U_1}{kT}.$$
Write $\varepsilon=\varepsilon'-i\varepsilon''$, so that loss is positive, and let $\varepsilon_b$ be the background permittivity, taken as constant. With $B=\Delta\varepsilon/L$ and $d\ln\tau=d\tau/\tau$,
$$\varepsilon=\varepsilon_b+B\int_{\tau_1}^{\tau_2}\frac{d\tau}{\tau}\,\frac{1-i\omega\tau}{1+\omega^2\tau^2}.$$

For the real part, use
$$\frac{1}{\tau(1+\omega^2\tau^2)}=\frac1\tau-\frac{\omega^2\tau}{1+\omega^2\tau^2},$$
whose integral is $\ln\tau-\frac12\ln(1+\omega^2\tau^2)$. The first term contributes $BL=\Delta\varepsilon$, so
$$\varepsilon'=\varepsilon_b+\Delta\varepsilon-\frac B2\ln\frac{1+\omega^2\tau_2^2}{1+\omega^2\tau_1^2}.$$
The imaginary part is the integral of $\omega/(1+\omega^2\tau^2)$:
$$\varepsilon''=B\left[\arctan(\omega\tau_2)-\arctan(\omega\tau_1)\right].$$

Now factor $\omega^2\tau_2^2$ out of the numerator of the logarithm and use $\Delta\varepsilon=B\ln(\tau_2/\tau_1)$. Then $\Delta\varepsilon-B\ln(\omega\tau_2)=-B\ln(\omega\tau_1)$, and
$$\varepsilon'=\varepsilon_b+B\ln\frac1{\omega\tau_1}+\frac B2\left[\ln(1+\omega^2\tau_1^2)-\ln\!\left(1+\frac1{\omega^2\tau_2^2}\right)\right].$$
Similarly, $\arctan(\omega\tau_2)=\pi/2-\arctan(1/\omega\tau_2)$ gives
$$\varepsilon''=B\left[\frac\pi2-\arctan(\omega\tau_1)-\arctan\frac1{\omega\tau_2}\right].$$
Inside the window $1/\tau_2\ll\omega\ll1/\tau_1$,
$$\boxed{\varepsilon'\approx\varepsilon_b+B\ln\frac1{\omega\tau_1},\qquad \varepsilon''\approx\frac{\pi B}2.}$$

The corrections to $\varepsilon'$ are of second order in $\omega\tau_1$ and $1/(\omega\tau_2)$; those to $\varepsilon''$ are of first order. The loss plateau therefore shows the ends of the distribution sooner than the permittivity does.

Outside the window the logarithm stops. For $\omega\tau_2\ll1$ every segment follows and $\varepsilon'\to\varepsilon_b+\Delta\varepsilon$; for $\omega\tau_1\gg1$ none does and $\varepsilon'\to\varepsilon_b$.

Inserting $\Delta\varepsilon$ and $L$ into $B$ cancels the temperature:
$$B=\frac{n\mu^2}{\varepsilon_0kT}\,\frac{kT}{U_2-U_1}=\frac{n\mu^2}{\varepsilon_0(U_2-U_1)}.$$
Cooling makes each segment more polarizable but spreads the segments over more decades. This cancellation holds for symmetric sites with $n$, $\mu$ and the barriers fixed.

## How flat must the distribution be?

Let $g(s)$ be any normalized, strength-weighted density of $s=\ln\tau$, and put $y=s+\ln\omega=\ln\omega\tau$. The in-phase response of one segment is $1/(1+e^{2y})$, and
$$-\frac{d}{d\ln\omega}\frac1{1+e^{2y}}=\frac{2e^{2y}}{(1+e^{2y})^2}=\frac{1}{2\cosh^2y},$$
because $1+e^{2y}=2e^y\cosh y$. The loss of one segment is $e^y/(1+e^{2y})=1/(2\cosh y)$. Therefore
$$-\frac{d\varepsilon'}{d\ln\omega}=\Delta\varepsilon\int\frac{g(s)\,ds}{2\cosh^2y},\qquad
\varepsilon''=\Delta\varepsilon\int\frac{g(s)\,ds}{2\cosh y}.$$
The slope is the density near $\tau=1/\omega$, averaged over roughly a decade of times.

For slowly varying $g$, expand about $s_0=-\ln\omega$: $g(s_0+y)\approx g+yg'+\frac12y^2g''$. The linear term vanishes because both kernels are even. Their areas are $1$ and $\pi/2$. For the second moments, integrate the first by parts and expand both in exponentials:
$$\int_{-\infty}^{\infty}\frac{y^2dy}{2\cosh^2y}=\int_0^\infty2y(1-\tanh y)\,dy=\sum_{k=1}^\infty\frac{(-1)^{k+1}}{k^2}=\frac{\pi^2}{12},$$
$$\int_{-\infty}^{\infty}\frac{y^2dy}{2\cosh y}=4\sum_{k=0}^\infty\frac{(-1)^k}{(2k+1)^3}=\frac{\pi^3}{8}.$$
Half of each moment multiplies $g''$:
$$-\frac{d\varepsilon'}{d\ln\omega}\approx\Delta\varepsilon\left(g+\frac{\pi^2}{24}g''\right),\qquad
\varepsilon''\approx\frac\pi2\Delta\varepsilon\left(g+\frac{\pi^2}{8}g''\right).$$
To leading order, $\varepsilon''\approx-(\pi/2)\,d\varepsilon'/d\ln\omega$. A density that changes little over the decades probed thus gives a nearly logarithmic permittivity and a nearly constant loss, even if it is not strictly flat. This relation holds for any broad superposition of Debye relaxations, so observing it does not by itself identify domain walls or thermal activation as the source.

## A worked case

Take round parameters in the rough regime of a soft lead zirconate titanate (PZT) ceramic at 300 K: $P=30$ uC/cm², $A=100$ nm², $d=1$ nm, walls 100 nm apart with one tenth of their area active, barriers from 0.3 to 0.8 eV, $\tau_0=10^{-12}$ s and $\varepsilon_b=1000$. At first let all polarization axes lie along the field.

In SI units the dipole is
$$\mu=0.30\times10^{-16}\times10^{-9}=3.0\times10^{-26}\ \mathrm{C\,m}.$$
The density is $0.1/(100\times100)=10^{-5}$ nm⁻³, or $10^{22}$ m⁻³. With $kT=0.02585$ eV $=4.14\times10^{-21}$ J,
$$\Delta\varepsilon=\frac{10^{22}(3.0\times10^{-26})^2}{(8.85\times10^{-12})(4.14\times10^{-21})}\approx245,$$
$$L=\frac{0.5}{0.02585}\approx19.3,\qquad B=\frac{245}{19.3}\approx12.7.$$

The permittivity falls by $B\ln10\approx29$ per decade, and the loss plateau is $\pi B/2\approx19.9$. The times run from $1.1\times10^{-7}$ s to 27.5 s, so the window edges $1/(2\pi\tau)$ lie near 6 mHz and 1.5 MHz. Half an electronvolt of barriers covers more than eight decades.

Direct summation over the barriers gives:

| Frequency | $\varepsilon'$ | Log law | $\varepsilon''$ |
|---|---:|---:|---:|
| 1 mHz | 1245.2 | 1267.7 | 2.17 |
| 1 Hz | 1180.0 | 1180.0 | 19.86 |
| 100 Hz | 1121.6 | 1121.6 | 19.93 |
| 10 kHz | 1063.2 | 1063.2 | 19.84 |
| 100 MHz | 1000.0 | 946.3 | 0.18 |

At 1 mHz and 100 MHz the logarithm has left its window and predicts impossible values, above the static limit and below the background. From 1 Hz to 10 kHz the loss tangent rises from 0.0168 to 0.0187: $\varepsilon''$ stays almost constant while $\varepsilon'$ falls.

Warming to 330 K, with all material parameters fixed, raises $\varepsilon'$ at 1 kHz from 1092 to 1106. The slope is unchanged, but $\tau_1$ is shorter, so more segments can follow.

## What a straight line does and does not prove

The barrier probed at frequency $f$ is $U\approx kT\ln[1/(2\pi f\tau_0)]$. Between 1 Hz and 10 kHz it moves from 0.667 to 0.429 eV. To see how the shape of the distribution matters, fit a straight line to $\varepsilon'$ against $\log f$ in this range. The largest deviation, relative to the total fall in the range, is:

- 0.0002% for the flat distribution;
- 1.2% for a Gaussian centred at 0.55 eV with standard deviation 0.20 eV;
- 12% for the same centre with standard deviation 0.05 eV;
- 24% for a single barrier of 0.55 eV.

The broad Gaussian falls by only about a sixth from its centre to the ends of the range probed, so the line stays nearly straight. The loss, which follows the density itself, is a sharper test: it would fall by a similar fraction, whereas a flat distribution keeps it nearly constant. The narrow Gaussian has almost run out at both ends. Straightness over four decades is thus evidence for a broad distribution, but does not establish a flat one.

A flat count can also fail to give a logarithm. Suppose segments move in harmonic wells with equal drag $\gamma$ and different stiffness $\kappa$. For displacement $u$, $\gamma\dot u+\kappa u=2PAE$, so $\tau=\gamma/\kappa$. The dipole $2PAu$ has static response $(2PA)^2/\kappa=(2PA)^2\tau/\gamma$, proportional to $\tau$. A flat count now gives
$$\varepsilon'-\varepsilon_b\propto\int_{\tau_1}^{\tau_2}\frac{d\tau}{1+\omega^2\tau^2}
=\frac{\arctan(\omega\tau_2)-\arctan(\omega\tau_1)}\omega\approx\frac{\pi}{2\omega}$$
inside the window. This is a power law: among the segments that can still follow, the slowest dominate because their wells are softest.

## Real walls and the limits of the estimate

For soft PZT, a permittivity of a few thousand and a loss tangent of about 0.02 are rough typical values. The model's total permittivity is therefore low, while its loss tangent is of the right size. The latter is no confirmation, since the segment size, active fraction and barriers were chosen, not measured.

The most serious simplification for a ceramic is the alignment of the axes. The field component along an axis and the dipole component along the field each contribute a cosine. For random axes the average $\langle\cos^2\theta\rangle=1/3$ reduces the fall from 29 to 9.7 per decade. The loss plateau drops by the same factor, to 6.6, and the loss tangent to about 0.006, so the agreement just noted is lost. Real ceramics also contain non-180° walls. For a 90° wall the polarization changes by $\sqrt2P$ instead of $2P$, which halves $\mu^2$ when the field lies along that change and all else is fixed.

Real sites are also unequal. Let their energies differ by $b$, with the barrier measured from their mean energy. The equilibrium value is $m=\tanh(x+b/2kT)$, so the static strength acquires the factor $\operatorname{sech}^2(b/2kT)$. The relaxation rate is multiplied by $\cosh(b/2kT)$, which merely shifts $\ln\tau$. If $b$ is independent of $U$, the logarithm survives away from the edges. For $b$ uniform within $\pm2kT$, the slope is multiplied by $\tanh1\approx0.76$. If the spread of $b$ is instead a fixed energy much larger than $kT$, the average factor is proportional to $T$, and the slope is no longer independent of temperature. This last case is the likelier one. Pushing a 10 nm by 10 nm segment 1 nm out of a flat wall leaves charges $\pm2P$ on its end faces that cost about 1.2 eV, nearly $50\,kT$, if unscreened, and the added wall area costs more. Nearly equivalent sites need a special geometry or screening by defects, so $n$ should be read as the number of such sites only.

Other effects, estimated for these numbers, range from negligible to substantial:

- **Drive field.** At 0.1 kV/cm, $\mu E/kT=0.072$, and the response changes by at most 0.12% at the values of $\omega\tau$ examined (0.3, 1 and 3). Within the model, the linear theory fails as the field approaches 1.4 kV/cm, where $\mu E=kT$, and the response then saturates and falls. Real soft PZT behaves differently: its permittivity rises with drive amplitude (Rayleigh behaviour, from irreversible wall motion that this model omits) at fields well below this value.
- **Interactions.** Evenly spaced active segments are about 32 nm apart in the wall. For neighbours in line along the polarization axis, the dipolar energy, $2\mu^2/(4\pi\varepsilon_0\varepsilon_br^3)$, is about $0.12\,kT$. Summed over a square array in the wall plane, the coupling is about $0.28\,kT$. In a mean-field estimate the normalized wall response $R=(\varepsilon-\varepsilon_b)/\Delta\varepsilon$ then becomes $R/(1-0.28R)$, which raises the slope by about 16% at 10 kHz and 58% at 1 Hz. Mean field neglects correlations between neighbours and probably overstates the rise, so these figures give only its rough size. Interactions can still bend the logarithm noticeably, and randomly placed segments, some of them closer together, can couple more strongly still. The independent-segment result strictly requires sparser or smaller dipoles.
- **Leakage.** An assumed resistivity of $10^{12}$ ohm cm adds 1.8 to $\varepsilon''$ at 1 Hz, 9% of the wall loss. This contribution grows as $1/\omega$ and can hide the plateau at low frequency.
- **Attempt time.** In wells of fixed width and drag, higher barriers have sharper curvature, and Kramers' high-barrier result is $\tau\propto e^{U/kT}/(U/kT)$. If the prefactor is matched to $\tau_0$ within the barrier range, the slope then rises by 2.3 to 2.5% from 1 Hz to 10 kHz.
- **Tunnelling.** If the barrier top is about as sharply curved as the wells, tunnelling takes over from thermal activation only below about $\hbar\nu_0/k\approx4$ K, far below the temperature of use.

The numerical output gives further values behind most of these estimates.

## Values computed for the example and the checks

```
INPUTS (round, rough soft-PZT regime)
temperature 300 K, kT 0.02585 eV
polarization 30 uC/cm2
segment area 100 nm2, jump 1.0 nm
wall spacing 100 nm, active fraction 0.10
barriers 0.30 to 0.80 eV, tau0 1.0e-12 s
background permittivity 1000
drive field 0.10 kV/cm
DERIVED
segment dipole mu 3.000e-26 C m
segment density 1.00e+16 cm^-3
total wall strength D 245.41
tau1 1.096e-07 s, tau2 2.750e+01 s, L 19.341
slope B per unit ln(w) 12.689
fall per decade 29.22
share of D lost per decade 0.1191
barrier scanned per decade 0.0595 eV
plateau loss pi*B/2 19.931
loss/slope at 100 Hz 1.57067; pi/2 1.57080
f (Hz) | eps' | log law | eps'' | tan delta
1e-03 | 1245.222 | 1267.683 | 2.171 | 0.00174
1e+00 | 1180.033 | 1180.034 | 19.858 | 0.01683
1e+01 | 1150.817 | 1150.817 | 19.924 | 0.01731
1e+02 | 1121.601 | 1121.601 | 19.930 | 0.01777
1e+03 | 1092.384 | 1092.384 | 19.922 | 0.01824
1e+04 | 1063.168 | 1063.167 | 19.844 | 0.01866
1e+08 | 1000.001 | 946.301 | 0.184 | 0.00018
BEND: max deviation from line / total fall, 1 Hz-10 kHz
flat barriers 0.00018 %
Gaussian, sd 0.20 eV: 1.21 %
Gaussian, sd 0.05 eV: 12.06 %
single barrier 0.55 eV: 23.51 %
strength ~ tau: power of frequency -1.0000
slope B at 250, 300, 350 K: 12.689, 12.689, 12.688
NEGLECTED EFFECTS
mu*E/kT 0.0724, response change 0.116 %
field where mu*E = kT 1.381 kV/cm
site bias within +-2 kT: slope factor 0.7616
random grain axes: strength factor 0.3333
fall per decade, random axes 9.74
pair distance 31.6 nm
pair energy 0.124 kT
local-field ratio D/(3 eps_b) 0.0818
leakage loss at 1 Hz 1.80 (resistivity 1e+12 ohm cm)
barriers probed: 1 Hz 0.667 eV, 10 kHz 0.429 eV
double well d ln(tau)/d(U/kT), U/kT 10-12: 0.9049
slope rise 1 Hz to 10 kHz from attempt time 2.29 %
tunnelling crossover estimate 3.82 K
eps' at 1 kHz and 330 K 1105.77
```
